# Coupled and uncoupled mode-space equations for a tapered nanowire, part 2

In a wire whose cross-section changes along $x$, an electron can pass between transverse modes. The question here is when that coupling may be dropped. Energies are in eV, lengths in nm, and a prime means $d/dx$. The Hamiltonian is $H=-c\,\partial_x^2+H_\perp(x)$ with $c=\hbar^2/2m_x$. The real modes obey $H_\perp\chi_n=E_n\chi_n$ at each $x$, brackets integrate over the transverse coordinates, and $\psi=\sum_n\phi_n\chi_n$. The envelopes obey the coupled mode-space (CMS) equation
$$-c\left[\phi''+2A\phi'+A'\phi-C\phi\right]+\varepsilon\phi=E\phi,\tag{1}$$
with $\varepsilon=\mathrm{diag}(E_n)$, $C_{mn}=\langle\partial_x\chi_m|\partial_x\chi_n\rangle$ and $A_{mn}=\langle\chi_m|\partial_x\chi_n\rangle$, for which
$$A_{mn}=\frac{\langle\chi_m|\partial_xH_\perp|\chi_n\rangle}{E_n-E_m}.\tag{4}$$
The uncoupled (UMS) equation treats each mode alone; "plain" UMS also omits $cC_{nn}$.

Two confinements serve as examples, with equal masses. Hard walls a distance $W$ apart have $E_n=c\,n^2\pi^2/W^2$, $n=1,2,\dots$, and, for $m+n$ even,
$$A_{mn}=\frac{W'}{W}\,\frac{2mn}{m^2-n^2}.\tag{7}$$
Parabolic confinement has $E_n=(n+\tfrac12)\hbar\omega$, $n=0,1,\dots$, and oscillator length $\ell$ with $\ell^2=2c/\hbar\omega$.

The model wire has mass $0.2\,m_e$, so $c=0.19050$ eV nm², and parabolic confinement in $y$. Its $\ln\hbar\omega$ passes from the left to the right value as $\tanh(x/L)$, which gives
$$A_{20}(x)=\frac{\theta}{2L}\,\mathrm{sech}^2\frac xL,\qquad\theta=\int A_{20}\,dx=\frac1{\sqrt2}\ln\frac{\ell_R}{\ell_L}.\tag{10}$$
From 50 to 100 meV, $\theta=-0.2451$. "Real space" denotes the reference solution on a grid, which uses no knowledge of $A$ or $C$. The leads are uniform, and $t_{mn}$ is the flux-normalised transmission amplitude from mode $n$ to mode $m$.

## When the coupling may be dropped

The results needed from above are these. The envelopes $\phi_n(x)$ of the local transverse modes $\chi_n$, with energies $E_n(x)$, obey the CMS equation (1), $-c[\phi''+2A\phi'+A'\phi-C\phi]+\varepsilon\phi=E\phi$, with $c=\hbar^2/2m_x$, $\varepsilon=\mathrm{diag}(E_n)$, $A_{mn}=\langle\chi_m|\partial_x\chi_n\rangle=-A_{nm}$ and $C=A^TA$ in the complete basis. Equation (4) is $A_{mn}=\langle\chi_m|\partial_xH_\perp|\chi_n\rangle/(E_n-E_m)$. Plain UMS sets $A=C=0$. The parabolic model has $A=gK$ with $g=\ell'/\ell$, $K_{20}=1/\sqrt2$, $K_{42}=\sqrt3$, $C_{20}=0$ and $A_{20}=(\theta/2L)\,\mathrm{sech}^2(x/L)$, with $c=0.19050$ eV nm² and $\theta=-0.2451$ for the taper from 50 to 100 meV. The local wave number is $k_n=\sqrt{(E-E_n)/c}$, the velocity obeys $\hbar v_n=2ck_n$, and $\Delta=E_m-E_n=c(k_n^2-k_m^2)$.

Let the taper vary on a length $L$, so that $A\sim1/L$ while $A'$ and $C$ are of order $1/L^2$. Suppose an open mode $n$ carries a wave moving to the right. To first order in the coupling $\phi_n$ solves the plain UMS equation $\phi_n''=-k_n^2\phi_n$ and drives mode $m$:
$$-c\phi_m''+(E_m-E)\phi_m=c\left[2A_{mn}\phi_n'+(A'_{mn}-C_{mn})\phi_n\right].\tag{11}$$
Away from turning points of $n$ the WKB form $\phi_n\propto k_n^{-1/2}e^{i\int k_n}$ holds and $\phi_n'/\phi_n=ik_n-k_n'/2k_n$. Put $\phi_m=\beta\phi_n$, so that $\phi_m''=(\beta''+2\beta'\phi_n'/\phi_n-k_n^2\beta)\phi_n$. The terms without derivatives of $\beta$ combine as $E_m-E+ck_n^2=\Delta$, and
$$\Delta\,\beta=2ick_nA_{mn}+c\left(A'_{mn}-C_{mn}-A_{mn}\frac{k_n'}{k_n}\right)+2c\beta'\frac{\phi_n'}{\phi_n}+c\beta''.$$
The first term on the right is of order $1/L$ and the others are of order $1/L^2$ or smaller. One more term of order $1/L^2$ lies outside (11): row $m$ of (1) also contains $2c\sum_{k\ne n}A_{mk}\phi_k'$, and the leading admixture of mode $k$ has $\phi_k'=-2ck_n^2A_{kn}\phi_n/(E_k-E_n)$. It is of the same order as $C_{mn}$ and has to be kept with it; it vanishes for $m=2$, $n=0$ in the parabolic wire but not for $m=4$. Solving by iteration with this term included,
$$\beta_0=\frac{i\hbar v_nA_{mn}}{E_m-E_n},\qquad\beta_1=\frac c\Delta\left(A'_{mn}-C_{mn}-A_{mn}\frac{k_n'}{k_n}\right)+\frac{i\hbar v_n}{\Delta}\beta_0'-\frac{4c^2k_n^2}{\Delta}\sum_{k\ne n}\frac{A_{mk}A_{kn}}{E_k-E_n}.\tag{12}$$
Nothing here required $k_m$ to be real, so (12) holds for open and closed $m$ alike. The leading admixture $\beta_0$ is imaginary, a quarter cycle out of phase with the carrier, and $\beta_1$ is real. Being imaginary, the leading admixture leaves the transverse density unchanged to first order, since for real modes $|\chi_n+\beta_0\chi_m|^2=\chi_n^2+|\beta_0|^2\chi_m^2$. It describes the transverse flow by which the density follows the changing confinement, and at this order it follows $A(x)$ and disappears when the taper ends.

The adiabatic criterion is that this admixture be small for every mode $m$ that is dropped:
$$\eta_{mn}=\frac{\hbar v_n|A_{mn}|}{|E_m-E_n|}=\frac{\hbar v_n\,|\langle\chi_m|\partial_xH_\perp|\chi_n\rangle|}{(E_m-E_n)^2}\ll1.\tag{13}$$
The electron sees its basis rotate at the rate $v_n|A_{mn}|$, and this must be slow compared with the transition frequency $|\Delta|/\hbar$. For the parabolic wire $\Delta=2\hbar\omega=4c/\ell^2$ and $\eta_{20}=2ck_0|g|\ell^2/(4\sqrt2c)=k_0\ell|\ell'|/2\sqrt2$. For hard walls, $A_{31}=\tfrac34W'/W$ and $\Delta=8c\pi^2/W^2$ give $\eta_{31}=3k_1W|W'|/16\pi^2=0.0190\,k_1W|W'|$. At given wall slope the condition is harder to meet in wide wires and for fast electrons.

The iteration behind (12) has its own condition. It treats the derivative terms in the operator $\Delta-2ick_n\partial_x-c\partial_x^2$ as small. On a component $e^{i\kappa x}$ of $\beta$ this operator equals $\Delta+2ck_n\kappa+c\kappa^2=c[(k_n+\kappa)^2-k_m^2]$, which vanishes at $\kappa=\pm k_m-k_n$, the free waves of mode $m$. The expansion is valid when the source has its weight at $|\kappa|$ well below the nearer zero. For open $m$ this means $L|k_n-k_m|\gg1$. For closed $m$, $k_m$ is imaginary, both zeros have modulus $\sqrt{k_n^2+|k_m|^2}=\sqrt{\Delta/c}$, and the condition is $L\sqrt{\Delta/c}\gg1$. Near a turning point of $n$ the ratio $\beta$ is a poor variable, but both second-derivative and kinetic terms in (11) are then small against $\Delta$, and $\phi_m\approx c[2A_{mn}\phi_n'+(A'_{mn}-C_{mn})\phi_n]/\Delta$. The slope $\phi_n'$ does not vanish there: with $E_n$ linear in $x$, the equation $c\phi_n''=E_n'\,(x-x_t)\phi_n$ about the turning point $x_t$ has the single length $\ell_t=(c/|E_n'|)^{1/3}\propto L^{1/3}$. The quantities to be kept small are therefore $2c|A_{mn}|/(|\Delta|\ell_t)$, of order $L^{-4/3}$, and $c|A'_{mn}-C_{mn}|/|\Delta|$, of order $L^{-2}$. At the centre of a narrow avoided crossing $\Delta$ is small and $\eta$, which has $\Delta^2$ in its denominator, is large; such a group of modes stays in a coupled block, and (13) is applied between the block and the rest.

In the model at $E=0.30$ eV the centre of the taper has $\hbar\omega=0.07071$ eV, $k_0=1.1787$ nm⁻¹ and $k_2=0.8043$ nm⁻¹, so $\hbar v_0=2\times0.19050\times1.1787=0.4491$ eV nm and $\Delta=0.14142$ eV. For $L=40$ nm, $A_{20}(0)=-0.2451/80=-0.003064$ nm⁻¹ and $\mathrm{Im}\,\beta_0=-0.4491\times0.003064/0.14142=-0.00973$. Projecting the real-space wave on the local modes gives $\mathrm{Im}(\phi_2/\phi_0)=-0.00979$, which fixes sign and factor to within 1% of the formula value (the last digit depends on the slice spacing of 0.1 nm; a finer discretisation gives $-0.00980$). At 0.11 eV, where mode 2 is closed everywhere, the projection gives $-0.00515$ and the formula $-0.00517$. The imaginary part is this accurate because $\beta_1$ is real. The full complex difference $|\beta-\beta_0|$, maximised along the taper and divided by the peak of $|\beta_0|$, is 0.163 at $L=20$ nm and 0.072 at $L=40$ nm, a ratio of 2.3 that is near the factor 2 expected from a relative correction of order $1/L$.

What is measured in the leads is the part of $\phi_m$ that survives as a free wave, and the local series misses it, since each term vanishes in the leads, where $A$ and its derivatives are zero. For open $m$ without turning points, write (11) as $\phi_m''+k_m^2\phi_m=-(2A_{mn}\phi_n'+A'_{mn}\phi_n)$, dropping $C_{mn}$ as second order in $A$. Let $\Theta_n=\int^xk_n$, $\phi_n=k_n^{-1/2}e^{i\Theta_n}$, which carries unit flux up to a common constant, and let $w=k_m^{-1/2}e^{-i\Theta_m}$ be the WKB solution of the homogeneous equation. Then $(w\phi_m'-w'\phi_m)'=w(\phi_m''+k_m^2\phi_m)$. On the far right $\phi_m=t_{mn}k_m^{-1/2}e^{i\Theta_m}$ and the bracket equals $2it_{mn}$. On the far left $\phi_m$ is a reflected wave proportional to $w$ and the bracket vanishes. Integrating the $A'$ term by parts turns it into $-A_{mn}(w'\phi_n+w\phi_n')$, so
$$2it_{mn}=-\int A_{mn}\,(w\phi_n'-w'\phi_n)\,dx .$$
To leading WKB order $w\phi_n'-w'\phi_n=i(k_n+k_m)(k_mk_n)^{-1/2}e^{i(\Theta_n-\Theta_m)}$, and
$$t_{mn}=-\int F\,e^{i(\Theta_n-\Theta_m)}dx,\qquad F=A_{mn}\frac{k_n+k_m}{2\sqrt{k_mk_n}}.\tag{14}$$
Repeating the steps with $w=k_m^{-1/2}e^{+i\Theta_m}$ isolates the reflected wave: the bracket is zero on the right and $-2ir_{mn}$ on the left, and $r_{mn}$ is given by (14) with $k_m\to-k_m$ in the numerator and the phase. Intermode backscattering has the smaller factor $k_n-k_m$ and the faster phase $\Theta_n+\Theta_m$. Because this leading term is small, the omitted pieces (the $k'/k$ terms and reflection within mode $n$ or $m$ combined with forward transfer) weigh more than they do in $t_{mn}$. The expression for $r_{mn}$ is first order in the strength of the taper, is not tested here, and should not be used quantitatively for a strong taper.

Within this first-order form two bounds follow. Directly, $|t_{mn}|\le\int|F|dx$, which is close to $\int|A_{mn}|dx$ when the wave numbers are comparable. Writing $e^{i(\Theta_n-\Theta_m)}$ as the derivative of itself divided by $i(k_n-k_m)$ and integrating by parts gives $|t_{mn}|\le\int|(F/(k_n-k_m))'|dx$, the total variation of $F/(k_n-k_m)$. If that function keeps one sign and has one peak, the variation is twice the peak:
$$|t_{mn}|\le2\max\eta^f,\qquad\eta^f=\frac{|F|}{|k_n-k_m|}=\eta_{mn}\,\frac{(k_n+k_m)^2}{4k_n\sqrt{k_mk_n}},$$
where the last form uses $\eta_{mn}=2k_n|A_{mn}|/|k_n^2-k_m^2|$. So for such a single-peaked profile $\eta\ll1$ is sufficient for weak transfer when the factor is of order one; a profile with many peaks has a larger total variation and needs the general bound. The condition $\eta\ll1$ is not necessary, because the first bound does not involve $L$.

For a weak taper $k_0$ and $k_2$ are nearly constant. If the variation of $k_0-k_2$ across the taper, multiplied by $L$, is also small against one, the phase in (14) can be taken as linear in $x$, and (14) is a Fourier transform of $\mathrm{sech}^2$. For a longer taper (14) has to be integrated with the local wave numbers. Let $I=\int\mathrm{sech}^2u\,e^{i\kappa u}du$ with $\kappa=(k_0-k_2)L$. Shifting $u\to u+i\pi$ changes the sign of $\cosh u$ and multiplies the exponential by $e^{-\pi\kappa}$, so the rectangle between the two lines gives $I(1-e^{-\pi\kappa})=2\pi i\,\mathrm{Res}$ at $u=i\pi/2$. There $\cosh(i\pi/2+\zeta)=i\sinh\zeta$, so $\mathrm{sech}^2u=-\zeta^{-2}+O(1)$, the residue is $-i\kappa e^{-\pi\kappa/2}$, and $I=\pi\kappa/\sinh(\pi\kappa/2)$. With the prefactor $\theta/2$,
$$|t_{20}|=|\theta|\,\frac{k_0+k_2}{2\sqrt{k_0k_2}}\,\frac{\xi}{\sinh\xi},\qquad\xi=\frac{\pi(k_0-k_2)L}{2}.\tag{15}$$
For small $\xi$ the transfer saturates at the total rotation angle times the velocity factor, which is close to one only when $k_0$ and $k_2$ are comparable, while $\eta\propto1/L$ grows. For large $\xi$ it falls as $2\xi e^{-\xi}$, faster than $\eta$, as long as the variation of $k_0-k_2$ times $L$ stays small; the exponential rests on the profile being analytic in a strip about the real axis. In between, since $\max\eta^f$ is the prefactor of (15) times $\pi/4\xi$, the ratio $|t_{20}|/\max\eta^f=4\xi^2/(\pi\sinh\xi)$ reaches 1.40 at $\xi=2$.

To first order in the coupling, criterion (13) controls the admixture inside the taper, while (14) and (15) give the transfer that survives in the leads; for a single-peaked profile with comparable wave numbers, small $\eta$ is sufficient for weak transfer but not necessary. What remains is to test these results against real space, treat the abrupt limit, decide whether to keep $cC_{nn}$, and find the effect on total transmission.

Numerical values quoted here were computed with a short program.
